Heikes Thermopower of Hopping Carriers with Site Exclusion

**Q.** A small polaron moves by thermally activated hops, so its conductivity rises steeply with temperature. Yet its thermopower is said to be independent of temperature. I would expect the activation energy to appear in both. What model is supposed to give this?

**A.** Take identical sites, each holding at most one carrier of charge q, with q = +e for holes and q = −e for electrons. A site has g₁ degenerate spin and orbital states when it holds a carrier and g₀ when it does not. Define β = g₁/g₀, and let c be the mean number of carriers per site.

Each site also has a local vibrational coordinate x with stiffness K. In atomic units, with Boltzmann's constant k kept, the potential energy of site i is

without carrier: K xᵢ²/2

with carrier: ε + qφᵢ − A xᵢ + K xᵢ²/2

Here ε is the bare level, φᵢ the electrostatic potential and A the coupling to the lattice. Completing the square in the second line gives

ε + qφᵢ − A²/(2K) + (K/2)(xᵢ − A/K)²

The carrier shifts the equilibrium position to A/K and lowers the energy by E_b = A²/(2K). The relaxed polaron level is therefore ε_p = ε − E_b, apart from the electrostatic term.

Neighbouring sites are joined by a weak transfer integral J, treated to second order. The vibrations are classical, and between hops they return to equilibrium at the temperature of their own site. Two carriers on one site would gain a lattice energy of 4E_b, against 2E_b for two separate polarons. To forbid double occupancy, the on-site repulsion U must therefore exceed 2E_b by much more than kT. J and any splitting of the internal states are much smaller than kT. There is no disorder and no further interaction between carriers.

**Q.** Before any formula, fix the sign. What is being measured?

**A.** A voltmeter compares electrochemical potentials, μ̄ = μ + qφ, where μ is the chemical potential. The thermopower of the material, with that of the connecting wires removed, is defined at zero current by

S = −Δ(μ̄/q)/ΔT

Both differences are taken in the same direction, hot end minus cold end. We therefore need μ as a function of c and T, and then the values of φ and c that the sample adopts when no current flows.

**Q.** Start with μ, then. Why should it contain more than the energy of the polaron?

**A.** Because there are many ways to place the carriers. Consider one site in equilibrium with a reservoir. Its vibrational integral is the same with and without the carrier, since the parabola is shifted but keeps its stiffness. That common factor cancels, and the relative weights are

empty: g₀

occupied: g₁ z, with z = exp[(μ − ε_p)/kT]

The occupation follows:

c = g₁z/(g₀ + g₁z)

Multiply out to get c g₀ = g₁z(1 − c), so that z = c/[β(1 − c)]. Taking the logarithm,

μ = ε_p + kT ln{c/[β(1 − c)]}

The second term is −T times the configurational entropy gained by adding one carrier. Counting shows this directly. For n carriers on N sites there are

W(n) = [N!/(n!(N − n)!)] g₁ⁿ g₀^(N−n)

arrangements, and one more carrier changes the logarithm by

ln W(n+1) − ln W(n) = ln[β(N − n)/(n + 1)]

For large N and n this tends to ln[β(1 − c)/c].

**Q.** That is equilibrium thermodynamics. In a temperature gradient the hot sites surely hop faster, so carriers should drift to the cold end. Such a drift would bring the activation energy back.

**A.** That would follow if a hop were activated by the temperature of the departing site alone. In this model it is not, as the rate shows.

Let a carrier hop from site i at temperature Tᵢ to site j at Tⱼ. Write u = q(φⱼ − φᵢ). The lattice does not move during the electronic transition, so the elastic energies K x²/2 are the same before and after. Energy conservation then requires the gap between the two electronic levels to vanish:

G = (ε + qφⱼ − A xⱼ) − (ε + qφᵢ − A xᵢ) = u + A(xᵢ − xⱼ) = 0

The golden rule gives the rate w = 2πJ²⟨δ(G)⟩, averaged over the thermal positions before the hop. The coordinate xᵢ is Gaussian with mean A/K and variance kTᵢ/K, while xⱼ is Gaussian with mean 0 and variance kTⱼ/K. They are independent, so G is Gaussian too, with

mean = u + A²/K = u + 2E_b

variance = A²k(Tᵢ + Tⱼ)/K = 4E_b kT_m, where T_m = (Tᵢ + Tⱼ)/2

The density of this Gaussian at G = 0 gives

w(i→j) = 2πJ² (8πE_b kT_m)^(−1/2) exp[−(2E_b + u)²/(8E_b kT_m)]

For the reverse hop the carrier starts on j. The condition G = 0 is the same, but the mean of G is now u − 2E_b. The variance is unchanged. Hence

w(i→j)/w(j→i) = exp{−[(2E_b + u)² − (2E_b − u)²]/(8E_b kT_m)} = exp(−u/kT_m)

because the difference of the squares is 8E_b u. At u = 0 the two rates are equal, even when the temperatures differ.

**Q.** So where is the activation energy, and why does the colder site have a say?

**A.** At u = 0 the exponential is exp[−E_b/(2kT_m)], so the activation energy is E_b/2. The lattice must distort to bring the two levels together. The least costly coincidence has xᵢ = xⱼ = A/(2K). Site i has then moved by A/(2K) from its equilibrium position, and so has site j. Each distortion costs

(K/2)(A/2K)² = A²/(8K) = E_b/4

The colder site has a say because the gap G fluctuates with both coordinates. They enter G with the same strength A, so their thermal variances add with equal weight, and the rate depends on the sum of the two temperatures. That sum is the same for a hop from hot to cold as for one from cold to hot.

For a numerical case take E_b = 0.40 eV and temperatures of 300 K and 400 K, so T_m = 350 K. With u = 0 the rate ratio is 1. With u = 0.05 eV it is exp(−u/kT_m) = 0.191. An electrostatic step biases the hop, whereas a temperature step by itself does not.

**Q.** You have treated one carrier and two sites. With exclusion the occupations are correlated, and with several internal states there may be more ways to hop one way than the other.

**A.** Both points can be settled without assuming independent occupations. Describe the whole system by a configuration C, which specifies for each site whether it is occupied and which internal state it is in. A hop takes C to C′ with a squared matrix element |J(C,C′)|². Microscopic reversibility makes this equal to the squared matrix element of the reverse process. If φ is flat, the thermal factors are equal as well, as just shown. Every pair of configurations therefore has equal rates R in the two directions:

R(C→C′) = R(C′→C)

Now give every configuration with n carriers the same probability P. Its rate of change is

dP(C)/dt = Σ [R(C′→C)P − R(C→C′)P] = 0

where the sum runs over C′. The distribution is stationary, and each term vanishes separately, so no bond carries a net current. If hops and internal relaxation connect all the configurations, this is the unique steady state. The degeneracies do not upset the balance: a hop with many final channels also has many reverse channels.

In this distribution every site has the same occupation, c = n/N. Over a uniform compensating background the sample is neutral on average at every site, which is consistent with the flat φ that we assumed. This is the open-circuit state.

**Q.** I would like to see that in a system small enough to solve completely.

**A.** Take a chain of five sites with two carriers, g₀ = 2 and g₁ = 3, and temperatures rising evenly from 300 K to 340 K. The number of configurations is 10 × 3² × 2³ = 720. Give the hopping channels random but reversible strengths, obtain the thermal factors by numerical integration over the two coordinates, and solve the linear rate equations for the steady state. The occupation of every site comes out as 0.400.

If the thermal factor is replaced by exp[−E_b/(2kTᵢ)], with Tᵢ the temperature of the departing site, the occupations become 0.54, 0.46, 0.39, 0.33 and 0.28 from cold to hot. That is the drift you expected. It belongs to a different hopping law.

**Q.** Then finish the argument. What voltage appears?

**A.** Both ends have the same φ, the same c and the same ε_p. The difference in μ̄ comes from the factor T in the entropy term alone:

Δμ̄ = k ΔT ln{c/[β(1 − c)]}

Insert this in S = −Δμ̄/(qΔT). The minus sign inverts the argument of the logarithm:

**S = (k/q) ln[β(1 − c)/c]**

This is the Heikes formula. For positive carriers the prefactor is k/e, and for electrons it is −k/e. Temperature has cancelled, so S is constant as long as c and β are. Within the model the temperature difference need not be small, because μ is linear in T at fixed c.

For the five-site chain, β = 1.5 and c = 0.4, so β(1 − c)/c = 2.25. Using the bulk relation for μ at the two ends gives S = 69.9 µV/K for positive carriers.

**Q.** You relied on a uniform concentration. Suppose the background charge varies slowly, so that c differs between neighbouring sites. Does the result survive?

**A.** It does if c varies along the temperature gradient, with c taken locally. If c varies across the gradient, no electrostatic potential can stop the current on every bond, and weak circulating currents remain. For the first case, consider one bond. Here I take the occupations of neighbouring sites as independent, which the uniform case did not require. Zero current on the bond means

cᵢ(1 − cⱼ) w(i→j) = cⱼ(1 − cᵢ) w(j→i)

Let L = ln[c/(1 − c)]. Dividing and using the rate ratio gives Lᵢ − Lⱼ = u/kT_m, or u = −kT_m ΔL with ΔL = Lⱼ − Lᵢ. A field now balances diffusion. The full difference in electrochemical potential is

Δμ̄ = u + k[Tⱼ(Lⱼ − ln β) − Tᵢ(Lᵢ − ln β)]

With L_m the mean of Lᵢ and Lⱼ, the identity TⱼLⱼ − TᵢLᵢ = T_m ΔL + L_m ΔT turns this into

Δμ̄ = −kT_m ΔL + kT_m ΔL + k ΔT(L_m − ln β) = k ΔT(L_m − ln β)

The diffusion and field terms cancel. What remains is the Heikes expression with L taken at its mean over the bond.

**Q.** I am still uneasy about heat. A carrier must collect E_b/2 to hop. Does it not carry that energy along, adding E_b/(2qT) to S?

**A.** We can follow the energy. Let the sample have uniform temperature T and a small potential step u between i and j. When the carrier leaves site i at frozen xᵢ, the site loses

(ε + qφᵢ − A xᵢ + K xᵢ²/2) − K xᵢ²/2 = ε + qφᵢ − A xᵢ

We need the mean of xᵢ among the coincidences, where xⱼ = xᵢ + u/A. For a forward hop their weight is

exp{−(K/2kT)[(xᵢ − A/K)² + (xᵢ + u/A)²]}

This is a Gaussian centred midway between A/K and −u/A, so ⟨xᵢ⟩ = A/(2K) − u/(2A). The mean energy passed on is

ε + qφᵢ − A²/(2K) + u/2 = ε_p + q(φᵢ + φⱼ)/2

For a backward hop the two squares are xᵢ² and (xᵢ + u/A − A/K)². The centre is the same, and so is the energy. The net energy current is therefore the net particle current times this one value, with nothing left over from the hops that cancel.

Heat is energy measured from the electrochemical potential. Taking μ̄ at the midpoint removes the electrostatic term and leaves ε_p − μ per carrier. The Peltier coefficient, heat per unit charge, is

Π = (ε_p − μ)/q = (kT/q) ln[β(1 − c)/c] = TS

This is Kelvin's relation, reached here from a separate calculation of the heat. The activation energy is absent because it is borrowed and returned locally. At the least costly coincidence with u = 0, each site supplies E_b/4 before the hop. Just after it, each site is displaced by A/(2K) from its new equilibrium position and gives E_b/4 back to its own vibrations.

**Q.** Put numbers on it. How different do the conductivity and the thermopower look?

**A.** Choose round model parameters: E_b = 0.40 eV, positive carriers with spin ½ on a spinless background, so g₁ = 2, g₀ = 1 and β = 2, and c = 0.10. Then

β(1 − c)/c = 2 × 0.90/0.10 = 18, and ln 18 = 2.890

With k/e = 86.17 µV/K,

S = 86.17 × 2.890 = 249 µV/K

or eS = 2.49 × 10⁻⁴ eV/K. Electrons with the same c and β would give −249 µV/K. The spin contributes (k/e) ln 2 = 60 µV/K, and the placing of the carriers contributes (k/e) ln 9 = 189 µV/K.

At 300 K, μ lies 0.0747 eV below the polaron level; at 600 K it lies 0.1494 eV below. These are also the Peltier heats per carrier. Both double with T, so their ratio to T stays at 249 µV/K.

The hopping rate behaves quite differently. Its activation energy is 0.20 eV, and between 300 K and 600 K it grows by the factor

(300/600)^(1/2) exp[(0.20 eV/k)(1/300 K − 1/600 K)] = 33.8

A small field biases the hops in proportion to u/kT, so the conductivity at fixed c varies as the rate divided by T. It grows by half this factor, about 16.9.

Both factors are classical values. They require vibrational quanta well below kT, which is only 26 meV at 300 K. Many oxides have optical phonons of 50 meV or more, and the hopping rate then grows less steeply over this range.

The rate sets how quickly the open-circuit state is reached. It cancels from the voltage of that state.

**Q.** The logarithm can change sign. Can positive carriers really give a negative thermopower?

**A.** Yes, once c exceeds the value at which β(1 − c)/c = 1, namely

c₀ = β/(1 + β)

For β = 2 this is 0.667. Below c₀ an added carrier increases the number of arrangements; above it, an added carrier reduces it. The entropy carried per particle then changes sign although the charge does not.

Without internal degeneracy, β = 1 and the change comes at half filling. The spin moves it to higher c because occupied sites have an additional choice of state.

Above half filling one may prefer to speak of missing carriers. Their charge is −q, their concentration is 1 − c and their degeneracy ratio is 1/β. The formula then reads

S = (k/(−q)) ln{(1/β)[c/(1 − c)]} = (k/q) ln[β(1 − c)/c]

The two descriptions agree, as they must for one system.

In the dilute limit 1 − c tends to 1 and S tends to (k/q) ln(β/c). It grows logarithmically as c falls. At c = 0.10, dropping the exclusion factor 1 − c would raise S by (k/e) ln(1/0.90), about 9 µV/K. Exclusion is thus a small correction there, but it is essential near c₀: the dilute formula with β = 2 would stay positive for all c up to 1.

**Q.** Yet a hopping material may well show a thermopower that varies as 1/T. Would that refute the derivation?

**A.** Not by itself. The result is constant at fixed c, and the number of mobile carriers may itself be activated. Suppose μ is pinned at an energy E below ε_p, for instance by a large reservoir of other states. The site weights then give

c/(1 − c) = β exp(−E/kT)

so β(1 − c)/c = exp(E/kT), and the Heikes formula becomes

S = (k/q)(E/kT) = E/(qT)

With E = 0.15 eV and β = 2, c rises from 0.0060 at 300 K to 0.099 at 600 K, while S for positive carriers falls from 500 to 250 µV/K. The formula still holds at each temperature, with the concentration of that temperature. With μ pinned in this way, E is the cost of creating a mobile carrier, and it is distinct from the hopping energy E_b/2. Without pinning, the slope of qS against 1/T need not equal that cost. If the carriers come from traps that are all filled at low temperature, and only a few have left, the slope is about half the trap depth.

**Q.** And if the carrier's internal states are not quite degenerate?

**A.** Then β is not a fixed number. Let the two carrier states be split by D, with g₀ = 1. In the equilibrium weights, g₁ is replaced by

Z = 1 + exp(−D/kT)

For D = 0.05 eV, Z is 1.14 at 300 K and 1.38 at 600 K, still well short of 2. The limit Z = 2 requires kT ≫ D; for kT ≪ D, Z tends to 1 and the upper state drops out.

Between these limits it is not enough to write Z for β in the thermopower. Carriers in the upper state also transport the additional energy D, and the average depends on the rates of hops within and between the two levels. The degenerate formula needs none of this information.

**Q.** What else would have to be reconsidered?

**A.** Each assumption marks a place. If U − 2E_b is not large compared with kT, doubly occupied sites enter the counting. Near c = 1 the demand is stronger, because doubly occupied sites then compete with the few empty ones: exp[−(U − 2E_b)/(2kT)] must be small compared with 1 − c. For spin-½ carriers with E_b = 0.40 eV, the same J for all hops, T = 300 K and U − 2E_b = 10 kT, the correction to S is about 0.1 µV/K at c = 0.10, but at c = 0.99 it changes S from −336 to about −185 µV/K. Attraction, longer-range repulsion or disorder gives the configurations different energies, so they are no longer equally likely. If J is too large for a second-order treatment, the hopping rate used here fails; if J times the number of neighbours is comparable with E_b, the carrier need not stay localized on one site. If the carrier changes the stiffness of its site, the vibrational factor no longer cancels from the weights, and the equality of forward and backward rates between unequal temperatures has to be examined again. At low temperature the classical Gaussian average fails, and with it the formula for the rate. The equality of forward and backward rates at u = 0 survives for quantized harmonic vibrations, because the energy each site exchanges with its vibrations depends on its own temperature and not on the direction in which its equilibrium shifts. The thermopower at uniform c therefore keeps its value as long as the motion remains incoherent hopping of second order in J.

The derivation given here thus covers a window of temperature: kT must lie well above the transfer integral, the internal splittings and the vibrational quantum, and well below U − 2E_b, with c not so close to 1 that doubly occupied sites rival the empty ones. The transfer integral must also be small enough for the second-order rate to hold. Inside this window, with c fixed and kT below E_b, heating the sample speeds up the hops between sites of equal electrostatic potential but leaves the entropy carried per particle unchanged.
